\section*{Phonon localisation lengths from periodic QR and block errors}

\section{Definitions and conventions}

Consider a strip of a layered crystal, with $W$ atomic columns and layers numbered $n=1,2,\dots$ a distance $a$ apart. Each atom has one scalar displacement. The displacements of layer $n$ form a vector $u_n$ with $W$ components, and its masses form a diagonal matrix $M_n$. Springs of stiffness $K$ join neighbouring layers, and springs of stiffness $K_T$ join neighbouring columns. The side edges are free. The transverse restoring force is $-K_T\Lambda u_n$, where
\begin{equation}
(\Lambda u)_j=\sum_{i\ \text{next to}\ j}(u_j-u_i)
\end{equation}
defines a real symmetric matrix.

The masses follow a superlattice pattern of $p$ layers, but each site independently holds the other species with probability $c$. The motion is harmonic at a fixed angular frequency $\omega>0$, with time factor $e^{-i\omega t}$. Zero frequency is excluded because uniform translation does not decay.

A transfer matrix $T_n$ carries the state of the strip across one layer. Let $s_1\ge s_2\ge\dots\ge s_{2W}$ be the singular values of $P_N=T_N\cdots T_1$. The Lyapunov exponents per layer are
\begin{equation}
\gamma_i=\lim_{N\to\infty}\frac1N\ln s_i(P_N).
\end{equation}
The disorder has the same distribution in every superlattice period and is independent between periods, so the multiplicative ergodic theorem guarantees that these limits exist and are the same for almost every sample. With $\gamma_W$ the smallest positive exponent, the amplitude localisation length is
\begin{equation}
\xi=\frac{a}{\gamma_W}.
\label{xi}
\end{equation}
Energy is quadratic in amplitude, so the typical transmitted energy falls as $e^{-2L/\xi}$ for $L\gg\xi$. A length defined by energy would be half of $\xi$.

\section{The transfer matrix}

Let $g_n=u_n-u_{n-1}$, which is the force in the bond to the left of layer $n$ divided by $K$. Newton's law for layer $n$ reads
\begin{equation}
-\omega^2M_nu_n=K(g_{n+1}-g_n)-K_T\Lambda u_n .
\end{equation}
Solving for $g_{n+1}$, and then using its definition, gives
\begin{align}
g_{n+1}&=g_n+D_nu_n, & D_n&=\frac{K_T\Lambda-\omega^2M_n}{K},\label{g}\\
u_{n+1}&=u_n+g_{n+1}.\label{u}
\end{align}
The map of $(u_n,g_n)$ is therefore a product of two shears,
\begin{equation}
T_n=\begin{pmatrix}I&I\\0&I\end{pmatrix}
\begin{pmatrix}I&0\\D_n&I\end{pmatrix}
=\begin{pmatrix}I+D_n&I\\D_n&I\end{pmatrix}.
\end{equation}

Half of the exponents need not be computed. Let $J=\begin{pmatrix}0&I\\-I&0\end{pmatrix}$. Since $D_n^T=D_n$, the second shear satisfies
\begin{equation}
\begin{pmatrix}I&D_n\\0&I\end{pmatrix}J
\begin{pmatrix}I&0\\D_n&I\end{pmatrix}
=\begin{pmatrix}I&D_n\\0&I\end{pmatrix}
\begin{pmatrix}D_n&I\\-I&0\end{pmatrix}=J .
\end{equation}
The first shear satisfies the same relation:
\begin{equation}
\begin{pmatrix}I&0\\I&I\end{pmatrix}J
\begin{pmatrix}I&I\\0&I\end{pmatrix}
=\begin{pmatrix}I&0\\I&I\end{pmatrix}
\begin{pmatrix}0&I\\-I&-I\end{pmatrix}=J .
\end{equation}
Products inherit it, so $P_N^TJP_N=J$ and $P_N^{-1}=J^{-1}P_N^TJ$. Because $J$ is orthogonal, $P_N^{-1}$ has the same singular values as $P_N$. They must therefore occur in pairs $s,1/s$, and the exponents in pairs $\pm\gamma$. It is enough to propagate $W$ columns. A run with all $2W$ columns tested the pairing: the largest sum of paired accumulated logarithms was $1.4\times10^{-13}$.

\section{Why the smallest exponent sets the decay}

Leave the left end free, so $g_1=0$, and apply a force vector $F$ to the last layer $N$, which has no bond on its right. Its equation of motion is
\begin{equation}
-\omega^2M_Nu_N=-Kg_N-K_T\Lambda u_N+F .
\end{equation}
Hence $F=K(g_N+D_Nu_N)=Kg_{N+1}$, where $g_{N+1}$ is the quantity that Eq.~(\ref{g}) produces. By linearity $g_{N+1}=C_Nu_1$, with $C_N$ a $W\times W$ matrix. The response $G_{1N}$, defined by $u_1=G_{1N}F$, is therefore
\begin{equation}
K G_{1N}=C_N^{-1},\qquad
\|K G_{1N}\|=\frac1{s_{\min}(C_N)} .
\label{response}
\end{equation}
The inverse turns the slowest growth into the slowest decay. For a generic sample the $W$ columns starting from $(I,0)^T$ grow with the $W$ positive exponents. Taking the force half of these columns should alter their sizes by fluctuating factors but not by an exponential one. On that assumption the typical response decays at the rate $\gamma_W$. The assumption is checked below by solving the equations of motion directly.

\section{What goes wrong with plain multiplication}

The naive scheme multiplies all the matrices and takes singular values at the end. Overflow is the lesser problem, since a common scale factor can be removed. The serious fault is loss of direction. Every column acquires a component along the fastest growing direction, and after $q$ layers that component has grown by about $e^{\gamma_1q}$. Rounding leaves an absolute error of about $\epsilon e^{\gamma_1q}$, where $\epsilon\simeq2.2\times10^{-16}$. The wanted growth is $e^{\gamma_Wq}$. It survives only if
\begin{equation}
\epsilon e^{\gamma_1q}\ll e^{\gamma_Wq}
\quad\Longrightarrow\quad
q(\gamma_1-\gamma_W)<\ln(1/\epsilon)\simeq36 .
\label{interval}
\end{equation}
This is an estimate with average growth rates. The left side should lie well below 36, because the error must be much smaller than the wanted growth and local growth can be faster than the average.

If the condition is violated, the smallest computed growth is of the order of the rounding error. The false exponent is then
\begin{equation}
\gamma_{\rm false}\simeq\frac{\ln(\epsilon e^{\gamma_1q})}{q}
=\gamma_1-\frac{36}{q}.
\label{false}
\end{equation}
It is a positive number of plausible size, so its value alone gives no warning.

\section{Periodic QR factorisation}

The remedy is to separate the directions before they merge. Start from $2W\times W$ orthonormal columns $Q_0=(I,0)^T$. Propagate them through $q$ layers by the product $S_b$ of the corresponding transfer matrices, and factorise
\begin{equation}
S_bQ_{b-1}=Q_bR_b ,
\end{equation}
where $Q_b$ has orthonormal columns and $R_b$ is upper triangular. Continue from $Q_b$. After $m$ intervals,
\begin{equation}
S_m\cdots S_1Q_0=Q_mR_mR_{m-1}\cdots R_1 .
\label{product}
\end{equation}

The diagonal entries give the exponents for the following reason. The first $i$ columns of the left side span an $i$-dimensional parallelepiped. Its volume is unchanged by the orthonormal $Q_m$. Since the diagonal of a product of upper triangular matrices is the product of their diagonals, the volume is
\begin{equation}
V_i=\prod_{j=1}^{i}\prod_{b=1}^{m}|(R_b)_{jj}| .
\end{equation}
For generic initial columns this volume grows with the $i$ largest exponents, so $\ln V_i\simeq mq(\gamma_1+\dots+\gamma_i)$. Subtracting $\ln V_{i-1}$ leaves one exponent:
\begin{equation}
\gamma_i=\lim_{m\to\infty}\frac1{mq}\sum_{b=1}^{m}\ln|(R_b)_{ii}| .
\label{qr}
\end{equation}

In exact arithmetic the sum does not depend on $q$ when the total length is fixed. Equation~(\ref{product}) is a QR factorisation of the whole product, and for full column rank this is unique up to signs, which the absolute value removes. The interval is thus a numerical choice without physical content.

This was tested on the same masses, in four strips of 1600 layers at the settings of the example below. Factorising every 8 or every 16 layers changed no exponent by more than $1.2\times10^{-15}$ per layer. The smallest exponent was 0.0193. Factorising every 800 layers gave 0.1065 instead. With $\gamma_1=0.1526$ from the longer run, Eq.~(\ref{false}) predicts $0.1526-36/800=0.108$. The false value is the rounding floor.

\section{An error bar that allows for correlation}

Let
\begin{equation}
x_b=\frac1q\ln|(R_b)_{WW}|
\end{equation}
be the increments of the smallest positive exponent per layer. Their mean estimates $\gamma_W$. The naive error divides their standard deviation by the square root of their number. That assumes independence, but $x_b$ and $x_{b+1}$ share the orientation $Q_b$. The disorder is independent from site to site; the increments need not be.

Choose $q$ to be a whole number of superlattice periods, so that every interval has the same disorder distribution. Discard the initial intervals, during which the columns settle into their stationary orientation. The covariance $c_k=\mathrm{Cov}(x_b,x_{b+k})$ then depends on the separation $k$ alone. For the mean $y$ of $B$ successive increments,
\begin{align}
\mathrm{Var}(y)&=\frac1{B^2}\sum_{r=1}^{B}\sum_{t=1}^{B}c_{|r-t|}\nonumber\\
&=\frac1B\left[c_0+2\sum_{k=1}^{B-1}\left(1-\frac kB\right)c_k\right].
\label{variance}
\end{align}
The second line follows because separation zero occurs $B$ times, and each separation $k>0$ occurs $2(B-k)$ times. Positive correlations make the naive error too small, and negative ones make it too large.

Once $B$ greatly exceeds the range of $c_k$, the bracket approaches a constant and different block means are nearly independent. With $n_b$ blocks and sample standard deviation $s_y$ of their means,
\begin{equation}
\delta\gamma_W=\frac{s_y}{\sqrt{n_b}},\qquad
\delta\xi=\left|\frac{d\xi}{d\gamma_W}\right|\delta\gamma_W
=\frac{a\,\delta\gamma_W}{\gamma_W^2}.
\label{error}
\end{equation}
The second formula is linear and requires $\delta\gamma_W\ll\gamma_W$. The block length should be raised until the error stops changing, while enough blocks remain to determine $s_y$.

The complete scheme is as follows.
\begin{enumerate}
\item Draw the masses for $q$ layers and apply Eqs.~(\ref{g}) and (\ref{u}) to the $W$ columns.
\item Factorise, store $\ln|(R_b)_{ii}|$, and continue from $Q_b$.
\item Discard the start, average the rest, and compute the error for several block lengths.
\item Check Eq.~(\ref{interval}) with the exponents found, and repeat with another $q$.
\end{enumerate}

\section{Two limits}

\subsection{No disorder}

If every layer has uniform mass, the eigenvectors of $\Lambda$ are independent channels. For eigenvalue $\lambda$, the matrix across one superlattice period is $2\times2$ with determinant one. A Bloch wave multiplies the state by $e^{i\theta}$, where $\theta=kpa$. The other eigenvalue is $e^{-i\theta}$, and half the trace is
\begin{equation}
h(\omega)=\cos\theta .
\end{equation}
A channel is open if $|h|<1$. Differentiation gives $dh/d\omega=-\sin\theta\,d\theta/d\omega$, so the group speed is
\begin{equation}
v_g=pa\left|\frac{d\omega}{d\theta}\right|
=\frac{pa\sqrt{1-h^2}}{|dh/d\omega|}.
\end{equation}
An open channel has zero exponent, so $\xi$ is infinite without disorder if any channel is open. As a test, the Bloch dynamical matrix of the mean-mass crystal was diagonalised at two values of $\theta$ for each channel. At the resulting frequencies $h$ agreed with $\cos\theta$ to $5\times10^{-12}$.

\subsection{One chain with weak disorder}

For $W=1$ and no superlattice, let the masses be $m+\delta m_n$, uncorrelated, with mean $m$ and variance $\sigma_m^2$. Put $\kappa=ka$, $2\cos\kappa=2-m\omega^2/K$ and $\varepsilon_n=\delta m_n\omega^2/K$. The equation of motion becomes
\begin{equation}
u_{n+1}+u_{n-1}=(2\cos\kappa-\varepsilon_n)u_n .
\end{equation}
Write $u_n=A_n\sin\phi_n$ and $u_{n-1}=A_n\sin(\phi_n-\kappa)$. These definitions imply
\begin{equation}
A_n^2\sin^2\kappa=u_n^2+u_{n-1}^2-2u_nu_{n-1}\cos\kappa .
\end{equation}
The next displacement is $u_{n+1}=A_n[\sin(\phi_n+\kappa)-\varepsilon_n\sin\phi_n]$. Insert it in the same expression for $A_{n+1}^2$, and use $\sin(\phi_n+\kappa)-\sin\phi_n\cos\kappa=\cos\phi_n\sin\kappa$. With $\eta_n=\varepsilon_n/\sin\kappa$,
\begin{equation}
\frac{A_{n+1}^2}{A_n^2}
=1-\eta_n\sin2\phi_n+\eta_n^2\sin^2\phi_n .
\end{equation}
Expanding $\frac12\ln(1+z)=\frac12(z-z^2/2)$ to second order gives
\begin{equation}
\ln\frac{A_{n+1}}{A_n}\simeq\frac12\left[-\eta_n\sin2\phi_n
+\eta_n^2\sin^2\phi_n-\frac{\eta_n^2}{2}\sin^22\phi_n\right].
\end{equation}
The phase $\phi_n$ depends on earlier masses only, so it is independent of $\eta_n$, and the linear term averages to zero. If the phase is uniformly distributed, both squared sines average to $1/2$. Therefore
\begin{equation}
\gamma\simeq\frac12\langle\eta^2\rangle\left(\frac12-\frac14\right)
=\frac{\langle\varepsilon^2\rangle}{8\sin^2\kappa}.
\end{equation}
Now $m\omega^2/K=4\sin^2(\kappa/2)$, so $\langle\varepsilon^2\rangle=16(\sigma_m^2/m^2)\sin^4(\kappa/2)$. With $\sin^2\kappa=4\sin^2(\kappa/2)\cos^2(\kappa/2)$,
\begin{equation}
\gamma\simeq\frac{\sigma_m^2}{2m^2}\tan^2\frac{\kappa}{2}.
\label{weak}
\end{equation}
The result fails near the upper band edge, where $\kappa\to\pi$ and $\eta_n$ is no longer small. It also needs a correction at special wave numbers where the phase is not uniform: at $\kappa=\pi/2$ the exponent is 8 to 9\% smaller than the formula gives (8.6\% in the limit of vanishing disorder). At low frequency $\tan^2(\kappa/2)\simeq m\omega^2/(4K)$, so $\gamma\simeq\sigma_m^2\omega^2/(8mK)$ and $\xi\propto\omega^{-2}$ in this chain.

For $\sigma_m/m=0.05$ and $\kappa=1.90$, Eq.~(\ref{weak}) gives 0.00244 per layer. QR gives $0.00251\pm0.00003$. The 2.6\% difference is about two standard errors and is mostly sampling noise: a much more precise average gives 0.002456, so higher orders in the disorder add only about 0.5\% here.

\section{A strip with silicon- and germanium-like masses}

The example has four light layers followed by four heavy ones, so $p=8$. The rough parameters are masses of 28 and 73 atomic mass units, $K=100$ N/m, $K_T=25$ N/m, $a=0.14$ nm and $c=0.20$. There are $W=4$ columns, and the frequency is 5 THz. All four channels of the mean-mass crystal are open, with group speeds from 488 to 4215 m/s.

Sixty-four independent strips were used, with $q=16$. In each, 3200 layers were discarded and 22\,400 kept. The positive exponents are 0.153, 0.070, 0.041 and 0.0197 per layer. In Eq.~(\ref{interval}) the left side is $16(0.153-0.020)\simeq2.1$, safely below 36. For 800 layers it would be about 106.

Blocks of 3200 layers give $22\,400/3200=7$ means per strip and 448 in all. The result is $\gamma_W=0.01972\pm0.00013$ per layer, and
\begin{equation}
\begin{aligned}
\xi&=\frac{0.14\ \text{nm}}{0.01972}=7.10\ \text{nm},\\
\delta\xi&=7.10\ \text{nm}\times\frac{0.00013}{0.01972}\simeq0.05\ \text{nm}.
\end{aligned}
\end{equation}
This is 51 layers, or a little over six superlattice periods. The uncertainty is the sampling error of the model, not that of a material prediction.

Blocks of 16, 160, 800 and 3200 layers give errors of 1.22, 1.20, 1.22 and 1.27 in units of $10^{-4}$ per layer. The naive error, which is the first value, would have sufficed here: correlations between 16-layer increments have little net effect on the variance. That was not known beforehand, and it need not hold at another frequency or with a shorter $q$. The scatter among the 64 strip averages gives $1.28\times10^{-4}$ without any choice of block length, in agreement with the longest blocks.

The response in Eq.~(\ref{response}) gives a separate estimate. For one 16-layer sample, direct solution of the equations of motion agreed with $C_N^{-1}$ to a relative error of $1.3\times10^{-14}$. For long samples, $\ln\|KG_{1N}\|$ was averaged over 300 samples of 104 layers and 300 of 304 layers. The slope between the two lengths gives $\gamma_W=0.0180\pm0.0008$. It is 9\% below the QR value, or 2.1 combined standard errors, and passes a test set at four. The shorter samples are only two localisation lengths long, and much of the shortfall is a finite-length effect. With 1000 samples the slope is $0.0185\pm0.0004$ between 104 and 304 layers and $0.0194\pm0.0003$ between 304 and 608 layers, the latter in agreement with the QR value.

\section{Frequency, width and real superlattices}

With all other settings fixed, $\xi$ is $66\pm2$ nm at 3 THz, 13.1 nm at 4 THz, 5.2 nm at 6 THz and 3.4 nm at 8 THz. Between 3 and 4 THz it falls by a factor of 5, whereas $\omega^{-2}$ would give $(4/3)^2\simeq1.8$. The low-frequency law of the single chain therefore cannot be used to extrapolate in this range. Changes in the open channels and their speeds may be responsible (the mean-mass crystal has one open channel at 3 THz and three at 4 THz), but the calculation does not isolate the cause. The fall is also not monotonic over a wider range: at 2 THz, where the mean-mass crystal has no open channel, $\xi$ is only about 6.4 nm, and it rises to about 42 nm at 2.5 THz.

A real silicon--germanium superlattice on a chip differs from this strip most plainly in its width. At 5 THz, $\xi$ is 5.2 nm for two columns, 7.1 nm for four and 13.0 nm for eight. The growth continues, to about 22 nm for sixteen columns and 40 nm for thirty-two, so 7.1 nm must not be quoted for a wide film. It is not monotonic at the smallest widths: a single column gives 7.2 nm. A real film also has a third dimension, which this strip does not represent. The model also has a low sound speed: light atoms alone give $a\sqrt{K/m}\simeq6.5$ km/s, against roughly 8 km/s or more for longitudinal sound in silicon. A swap probability of 0.20 at every site represents heavy intermixing, not sharp interfaces. Vector polarisations and longer-ranged forces are absent, and their effect has not been sized.

Misfit stress can be estimated within the model. Suppose the heavy layers are compressed by 5\% in volume and have a Gr\"uneisen parameter of 1, both rough values. Since stiffness varies as frequency squared, $\delta K/K=-2(1)(-0.05)=0.10$. Stiffening the heavy layers by this factor, at fixed masses and frequency, gives $7.08\pm0.05$ nm. No change is resolved at this frequency. A single volume Gr\"uneisen parameter is a crude guide here: germanium compressed in the plane expands by about 3\% along the growth direction, so bonds along and across the strip need not stiffen alike.

Anharmonic scattering is harder to dismiss. A rough silicon-like rate is
\begin{equation}
\tau^{-1}=B_{\rm a}\omega^2T e^{-C_{\rm a}/T},
\end{equation}
with $B_{\rm a}=2\times10^{-19}$ s/K and $C_{\rm a}=140$ K. At $T=350$ K it gives $\tau\simeq22$ ps. At the mean open-channel speed of 2555 m/s, the path travelled in this time is 55 nm, or $7.8\,\xi$. In the slowest channel it is $488\ \text{m/s}\times21.6\ \text{ps}\simeq10.5$ nm, only about $1.5\,\xi$. Elastic scattering also folds the path, so the net displacement is smaller than its length. The harmonic $\xi$ describes the decay of a wave that keeps its phase throughout, and these estimates do not show that localisation survives at 350 K. By itself $\xi$ does not give the thermal conductivity at that temperature, because anharmonic events can transfer energy between localised vibrations. The full numerical output follows.

\section*{Computed values}
\begin{verbatim}
bond stiffness along, across: 100, 25 N/m
light, heavy mass: 28, 73 u
layer spacing: 0.14 nm; period: 8 layers
swap probability: 0.20; columns: 4; strips: 64
main frequency: 5.0 THz; quantum: 20.68 meV
Bloch test, largest error in cos: 4.7e-12
open channels of mean-mass crystal: 4 of 4
their group speeds: 4215, 3429, 2088, 488 m/s
pairing test, largest sum of paired logs: 1.4e-13
QR every 8 or 16 layers, largest difference: 1.2e-15 per layer
interval test, gamma_W with QR every 8 layers: 0.01927 per layer
interval test, gamma_W with QR every 800 layers: 0.10645 per layer
weak chain: mass spread 0.05, ka = 1.90 rad
weak chain gamma, QR: 0.002508 +- 0.000030 per layer
weak chain gamma, expansion: 0.002444 per layer
layers kept per strip: 22400; discarded: 3200
positive exponents: 0.15259, 0.07010, 0.04106, 0.01972 per layer
error of gamma_W, blocks of 16 layers: 1.22e-04 per layer
error of gamma_W, blocks of 160 layers: 1.20e-04 per layer
error of gamma_W, blocks of 800 layers: 1.22e-04 per layer
error of gamma_W, blocks of 3200 layers: 1.27e-04 per layer
error of gamma_W from strip scatter: 1.28e-04 per layer
gamma_W: 0.019725 +- 0.000127 per layer
localisation length: 7.10 +- 0.05 nm
localisation length in layers: 50.7
short-sample response test, relative error: 1.3e-14
response samples: 300 each of 104 and 304 layers
gamma_W from response: 0.017999 +- 0.000804 per layer
xi at 3 THz, 4 columns: 66.35 +- 2.25 nm
xi at 4 THz, 4 columns: 13.11 +- 0.20 nm
xi at 6 THz, 4 columns: 5.22 +- 0.05 nm
xi at 8 THz, 4 columns: 3.43 +- 0.03 nm
xi at 5 THz, 2 columns: 5.20 +- 0.05 nm
xi at 5 THz, 8 columns: 12.95 +- 0.18 nm
rough Grueneisen parameter: 1.0; volume strain: -0.05
stiffness factor of stressed heavy layers: 1.10
xi with stressed layers: 7.08 +- 0.05 nm
rough anharmonic rate: B = 2e-19 s/K, C = 140 K
anharmonic lifetime at 350 K: 21.6 ps
mean open-channel speed: 2555 m/s
anharmonic path, speed times lifetime: 55.2 nm
anharmonic path / localisation length: 7.77
\end{verbatim}
